Why the direct RPA basis-set tail is twice that of MP2

Suppose an RPA correlation energy has been computed in a modest plane-wave basis, and an MP2 calculation on the same system is available in both that basis and a much larger one. Can the MP2 basis-set correction be added to the RPA energy? In an unpolarised electron gas it must first be doubled, provided the smaller basis already reaches several times the largest occupied wavevector. Added as it stands, it leaves about half of the RPA basis-set error in place.

**The tail law and its setting**

Take N electrons in a periodic box of volume Ω, with density n = N/Ω and a closed shell of doubly occupied plane waves. The basis holds all plane waves with |k| ≤ k_c. RPA here means direct RPA, without exchange integrals in the response, and both methods use the same Hartree-Fock orbital energies. Formulas are in atomic units. As k_c grows, the leading energies per electron still missing are

RPA: −(4/3) n/k_c³
MP2: −(2/3) n/k_c³

The factor of two relates these tails, not the total correlation energies. The laws require k_c to be large compared with the occupied wavevectors, and a box large enough for sums over wavevectors near k_c to be replaced by integrals. They also require k_c² to be large compared with the Hartree-Fock exchange shift of the orbital energies and with the plasma frequency √(4πn). At metallic densities this follows from the first condition, but in a very dilute gas it is the stricter demand.

**The direct second-order tail**

Let i and j be occupied spin orbitals with wavevectors k_i and k_j. The Coulomb interaction transfers q between them, giving final wavevectors k_i + q and k_j − q. Its matrix element is

V(q) = 4π/(Ωq²),

with q = 0 omitted. The kinetic part of the excitation energy is

Δ = ½|k_i+q|² + ½|k_j−q|² − ½k_i² − ½k_j² = q² + q·(k_i−k_j).

Hartree-Fock exchange adds only a bounded shift, so Δ → q² at large q. The first-order amplitude is therefore

t(q) = −V(q)/Δ → −4π/(Ωq⁴),

whatever the two spins. The direct second-order energy is

E_dir = −½ Σ_ij Σ_q V(q)²/Δ.

The sum runs over N² ordered pairs, including i = j, and the ½ corrects for counting each pair in both orders. To leading order the cutoff removes q > k_c. Replacing Σ_q by Ω/(8π³) ∫d³q gives the missing part:

−½ N² · Ω/(8π³) · 4π ∫ q² [16π²/(Ω²q⁴)] (1/q²) dq
= −4 (N²/Ω) ∫ q⁻⁴ dq
= −(4/3) N²/(Ωk_c³),

with q running from k_c to infinity. Division by N gives −(4/3) n/k_c³. In a closed shell every pair of wavevectors occurs with four spin combinations, two alike and two opposite, so like-spin pairs supply half of this tail.

**Why RPA keeps all of it**

RPA adds ring terms of every higher order, which might be expected to change the tail. They do not change its leading term, because every interaction in a ring carries the same q. Channels at small q, where the rings matter most, are already complete when k_c is large.

For a channel at large q, set all N excitation energies to their common leading value ω_q = q²/2. The RPA correlation energy is half the sum of the RPA frequencies minus half the trace of A, where A and B are the matrices in

AX + BY = ωX,  BX + AY = −ωY.

Adding and subtracting these equations gives (A−B)(A+B)(X+Y) = ω²(X+Y). A contains ω_q on its diagonal and V between excitations with the same transfer. B contains V between transfers q and −q. Only the uniform combinations of excitations feel V. On the combination even under q ↔ −q, A+B equals ω_q + 2NV and A−B equals ω_q. For the odd combination the two are interchanged. Either way,

ω² = ω_q(ω_q + 2NV) = ω_q² + ω_p²,  ω_p² = 4πn,

because 2NVω_q = 2N · 4π/(Ωq²) · q²/2 = 4πn. The trace contributes ω_q + NV for this mode, and NV = ω_p²/(2ω_q). The energy per channel is thus

E_q = ½[√(ω_q²+ω_p²) − ω_q − ω_p²/(2ω_q)].

With x = ω_p²/ω_q², the expansion √(1+x) = 1 + x/2 − x²/8 + x³/16 − … gives

E_q = −(ω_p⁴/16ω_q³)(1 − x/2 + …)
= −(8π²n²/q⁶)(1 − 8πn/q⁴ + …).

The first term equals the direct second-order result, −½N²V²/q². Higher rings are smaller by q⁻⁴, so RPA inherits the direct tail, including the like-spin half.

**What second-order exchange removes**

In MP2, a like-spin pair can reach the same two final orbitals with their roles exchanged. The transfer is then q' = k_j − k_i − q, and with V' = V(q') the like-spin energy is

E_like = −½ Σ V(V−V')/Δ.

Interchanging the final orbitals swaps V and V' but leaves Δ unchanged. Averaging the two equivalent forms of the sum gives

E_like = −¼ Σ (V−V')²/Δ.

At large q, |q'| ≈ |q|, so the leading amplitudes cancel. To find what remains, write d = k_i − k_j and p = q + d/2. Then

|q|² = p² − p·d + d²/4,  |q'|² = p² + p·d + d²/4,
V − V' → (8π/Ω)(p·d)/p⁴,  Δ → p².

For a general direction of q, the antisymmetrised amplitude −(V−V')/Δ therefore falls as q⁻⁵ instead of q⁻⁴. Where q is perpendicular to d, it falls faster still. There are N²/2 ordered like-spin pairs, and the angular average of (p·d)² is p²d²/3. The energy beyond relative momentum p = Q is

−¼ (N²/2) · Ω/(8π³) · 4π ∫ p² [64π²⟨d²⟩/(3Ω²p⁶)] (1/p²) dp
= −(4/3)(N²/Ω)⟨d²⟩ ∫ p⁻⁶ dp
= −(4/15) N²⟨d²⟩/(ΩQ⁵).

This is two powers beyond the leading tail. At order k_c⁻³ MP2 keeps only the opposite-spin half, which gives the factor of two.

In real space, the amplitude multiplies the orbital product by a correction u(r) = Σ_q t(q) exp(iq·r), where r is the interelectronic separation. At short distance ∇²u → 1/r, and since ∇²r = 2/r, u contains r/2. This is the opposite-spin cusp. Exchange cancels the linear term for like spins, whereas direct RPA retains it in the amplitude and contracts that amplitude with V alone.

**How large it is**

Consider 14 electrons in a cube of side 5 Å, at a density of 0.112 Å⁻³. The wavevector unit is g = 1.257 Å⁻¹, and the occupied wavevectors have length 0 or g. Raising k_c from 12g to 24g increases the number of spatial orbitals M from 7153 to 57777. The energy per electron changes by −0.001148 eV in RPA and −0.000577 eV in MP2, a ratio of 1.989.

Since M = Ωk_c³/(6π²), the leading RPA tail per electron can also be written

−(4/3)n/k_c³ = −(2/9π²) N/M hartree.

For this pair of bases it predicts

−0.02252 × 14 × (1/7153 − 1/57777) = −3.86×10⁻⁵ hartree = −0.00105 eV,

which is 8% smaller in magnitude than the computed RPA change. Most of the difference comes from the edge of the basis. A pair is lost as soon as either final orbital lies outside, which to first order happens at q > k_c − m, where

m = max(k_i·q̂, −k_j·q̂).

Expanding (k_c−m)⁻³ multiplies the tail by 1 + 3⟨m⟩/k_c. The maximum of two numbers is half their sum plus half their absolute difference. Here the sum is odd in q̂ and averages to zero, as does the linear term in Δ. The difference is (k_i+k_j)·q̂, and the mean of |cos θ| is ½, so ⟨m⟩ = ⟨|k_i+k_j|⟩/4. The factor is

1 + (3/4)⟨|k_i+k_j|⟩/k_c.

With ⟨|k_i+k_j|⟩ = 1.18g, it equals 1.074 at 12g and 1.037 at 24g. The prediction becomes −0.00113 eV, within about 1% of the computed change. Opposite-spin pairs have the same distribution of wavevectors, so the factor is common to both methods and cancels from the leading ratio.

Between successive bases with k_c = 6g, 8g, 12g, 16g and 24g (M = 925, 2109, 7153, 17077 and 57777) the ratio rises through 1.946, 1.972, 1.987 and 1.993. It lies below two mainly because MP2 retains the small like-spin remainder. Higher rings change the RPA increment from 12g to 24g by only 0.006%, although in the largest basis they reduce the total from −2.001 eV per electron at direct second order to −1.217 eV. The MP2 total there is −1.333 eV, larger in magnitude than the RPA total despite the smaller tail. These totals, and their order, belong to this small box with q = 0 omitted from the orbital energies as well. Lowering the occupied orbital energies by the Madelung term (0.30 hartree here) changes them to −1.087 eV (direct), −0.838 eV (RPA) and −0.715 eV (MP2), while the RPA increment from 12g to 24g moves only to −0.00114 eV and the ratio stays 1.989.

The amplitudes show the cause directly. For k_i = (g,0,0), k_j = (0,g,0) and q = 24g along x, the RPA amplitude is −2.20×10⁻⁷ for like and opposite spins. The antisymmetrised MP2 like-spin amplitude is −1.76×10⁻⁸, about 12.5 times smaller. The numerical check following this text gives the decay exponents and tests the tail laws.

**What to do about it**

The safer transferred correction is the change in the direct second-order energy. From M = 2109 to 57777 this is about −0.004486 eV per electron, within 0.000002 eV of the RPA change of −0.004484 eV. If only the MP2 totals are available, double their change: 2 × (−0.0022686) = −0.004537 eV, an error of about 1% of the RPA change. Both rules need the smaller basis to be in the tail regime. Measured up to 24g, the RPA-to-MP2 ratio is 1.90 from k_c = 4g, 1.77 from 3g and 1.42 from 2g, and the direct change exceeds the RPA change by 1%, 4% and 17%. With k_c only twice the largest occupied wavevector, doubling overshoots by about 40% and should not be used.

Without a second method, extrapolate RPA from two bases. Assuming E(M) = E_∞ + C/M, eliminating C gives

E_∞ = E₂ + (E₂−E₁) M₁/(M₂−M₁).

The bases with 925 and 2109 orbitals give

−1.212482 − 0.006495 × 925/1184 = −1.21756 eV.

The two largest bases give −1.21713 eV. The small-basis extrapolation goes too far by 0.0004 eV relative to that value, whereas the unextrapolated energy at M = 2109 falls short by 0.0046 eV. The overshoot has the sign expected from the edge factor, which makes the tail fall faster than 1/M.

When comparing volumes of the gas at fixed N, a fixed M makes the leading tail per electron cancel, because (2/9π²)N/M does not depend on density. A fixed k_c does not, because n/k_c³ changes with volume.

**Where the factor of two changes**

For spin polarisation ζ = (N↑−N↓)/N, the number of ordered opposite-spin pairs is 2N↑N↓ = N²(1−ζ²)/2. The leading RPA-to-MP2 ratio is therefore

2/(1−ζ²).

It diverges at full polarisation, where MP2 has no k_c⁻³ tail. For seven like-spin electrons in the same box, the increment ratio grows from 38 to 300 over the bases used. Doubling an MP2 correction would then be badly wrong, but the direct second-order correction still has the RPA leading tail.

Adding bare second-order exchange to direct RPA also changes the rule. In the unpolarised gas it contributes +(2/3)n/k_c³ to the missing energy per electron, so the corrected method has the MP2 leading tail and the MP2 correction should not be doubled.

In an infinite metallic gas, the MP2 total diverges at small q. Pauli blocking leaves a number of pairs proportional to q², V² varies as q⁻⁴ and, with free-particle orbital energies, Δ varies as q, so the radial integral behaves as ∫dq/q. The slope of the Hartree-Fock orbital energy diverges logarithmically at the Fermi surface, so with those energies Δ varies as q ln(1/q) and the integral becomes ∫dq/(q ln(1/q)), which still diverges, though more slowly. The large-q tail remains finite, and the comparison of tails still holds.

The derivation uses plane-wave orbitals and a spherical cutoff. For a crystal with strongly varying density, or for atom-centred basis functions, a factor near two is a conjecture to be checked on a small case before it is used.

Table of computed values

```
electrons 14, box side 5.0 angstrom
density 0.1120 angstrom^-3 = 0.01660 bohr^-3
wavevector unit g = 1.2566 angstrom^-1
Correlation energies per electron, eV
kc/g  kc(1/angstrom)  M  direct 2nd order  RPA  MP2
  6    7.540    925   -1.990165   -1.205988   -1.327309
  8   10.053   2109   -1.996671   -1.212482   -1.330647
 12   15.080   7153   -2.000008   -1.215819   -1.332338
 16   20.106  17077   -2.000777   -1.216588   -1.332725
 24   30.159  57777   -2.001156   -1.216967   -1.332915
Increments per electron, eV: kc/g from, to, RPA, MP2, RPA/MP2
  6   8   -0.0064947   -0.0033374   1.9460
  8  12   -0.0033362   -0.0016914   1.9724
 12  16   -0.0007690   -0.0003870   1.9872
 16  24   -0.0003791   -0.0001902   1.9933
Increment kc/g = 12 to 24, per electron
RPA -0.0011481 eV, MP2 -0.0005772 eV
ratio RPA/MP2 1.9892
RPA law, leading term only -0.0010507 eV
RPA law with edge factor -0.0011342 eV
mean |ki+kj|/g 1.1825, mean |ki-kj|^2/g^2 1.7143
higher-ring relative change of increment -6.19e-05
MP2 increment change without HF shifts 0.268 %
Relative-momentum window 12 to 22 g, eV per electron
opposite spin: sum -4.9970e-04, law -4.9636e-04
like spin: sum -2.7055e-06, law -2.6853e-06
Amplitudes (dimensionless), i=(1,0,0), j=(0,1,0), q along x
q/g  RPA like  RPA opposite  MP2 opposite  MP2 like
  6  -4.9753e-05  -4.9753e-05  -4.9828e-05  -1.3952e-05
 12  -3.3804e-06  -3.3804e-06  -3.3808e-06  -5.1706e-07
 24  -2.2026e-07  -2.2026e-07  -2.2026e-07  -1.7592e-08
decay exponents, q/g 12 to 24: 3.940 3.940 3.940 4.877
one channel q/g = 12: RPA -2.2923e-06 eV, oscillator -2.2918e-06 eV
higher-ring reduction there 1.031e-04, law 1.029e-04
fully polarised, 7 electrons, RPA/MP2 increment ratios:
38.4 73.8 156.9 300.2
```
